**Planar silicon meniscus: height, wall tilt and finite radius**

The program tests the planar meniscus height h = a√(1 − sin α), where a² = 2γ/(ρg), γ is surface tension, ρ is melt density, g is gravity and α is the growth angle measured from a vertical crystal wall. It integrates the Young–Laplace equation from the small-slope tail and asserts that the resulting height and raised weight agree with the formulas. For the given silicon values, both routes give a height of 6.8933 mm. Further assertions cover the change of height with angle and the inward wall tilt of 1.377° for a height excess of 0.10 mm. For round crystals, the program solves the axisymmetric equation and asserts that the leading radius correction has the right size and that its remainder falls nearly as the inverse square of the radius. At a radius of 100 mm the full static height is 6.73 mm. The output also lists estimates for rotation, gas density, temperature difference and surface-tension uncertainty; these are not tested against a flow or heat-transfer solution.

## Verification by program

```python
# Result under test: the planar Czochralski meniscus has height
#     h = a*sqrt(1 - sin(alpha)),   a^2 = 2*gamma/(rho*g),
# where gamma = surface tension, rho = melt density, g = gravity,
# alpha = growth angle between vertical crystal wall and melt surface.
# phi = inclination of the melt surface to the horizontal.
# The independent road integrates the Young-Laplace equation numerically,
# starting from the small-slope tail far from the crystal.
# Lengths are in mm inside the profile solver.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import kve

gamma = 0.74             # N/m
rho = 2570.0             # kg/m^3
alpha = np.radians(11.0)
g = constants.g
edge_phi = np.pi / 2 - alpha

a = 1e3 * np.sqrt(2 * gamma / (rho * g))
h = a * np.sqrt(1 - np.sin(alpha))
curvature_factor = rho * g / gamma * 1e-6    # 1/mm^2
k = np.sqrt(curvature_factor)               # inverse decay length, 1/mm
tail_height = 1e-3                          # mm, deep in the linear tail


def profile(final_phi, start_radius=None):
    """Integrate inward until the surface inclination is final_phi.

    State: horizontal position, height, inclination, raised area.
    With start_radius=None the meniscus is planar, otherwise axisymmetric.
    """
    round_crystal = start_radius is not None
    if round_crystal:
        ratio = kve(1, k * start_radius) / kve(0, k * start_radius)
        position = start_radius
    else:
        ratio = 1.0
        position = 0.0

    def slope(s, y):
        x, z, phi, area = y
        bend = curvature_factor * z
        if round_crystal:
            bend += np.sin(phi) / x
        return [-np.cos(phi), np.sin(phi), bend, z * np.cos(phi)]

    def reached(s, y):
        return y[2] - final_phi
    reached.terminal = True
    reached.direction = 1

    start = [position, tail_height, np.arctan(k * tail_height * ratio),
             tail_height / k]
    result = solve_ivp(slope, (0, 200), start, method="DOP853",
                       events=reached, rtol=1e-11, atol=1e-13,
                       dense_output=True)
    assert len(result.t_events[0]) == 1
    return result.y_events[0][0], result


# Planar meniscus: height and raised weight
edge, planar = profile(edge_phi)
h_numeric = edge[1]
assert abs(h_numeric - h) < 1e-6 * h
assert abs(h - 6.9) < 0.05
weight_numeric = rho * g * edge[3] * 1e-6    # N per metre of edge
weight_formula = gamma * np.cos(alpha)
assert abs(weight_numeric - weight_formula) < 1e-6 * weight_formula

# Lateral distance at which the height has dropped to 1 percent
s_one = brentq(lambda s: planar.sol(s)[1] - 0.01 * h_numeric,
               0, planar.t[-1])
reach = planar.sol(s_one)[0] - edge[0]

# Slope of height against angle, by central difference of profiles
step = np.radians(0.1)
slope_numeric = (profile(edge_phi - step)[0][1]
                 - profile(edge_phi + step)[0][1]) / (2 * step)
slope_formula = -a * np.cos(alpha) / (2 * np.sqrt(1 - np.sin(alpha)))
assert abs(slope_numeric - slope_formula) < 1e-4 * abs(slope_formula)

# Wall tilt psi (positive when the crystal widens downward)
excess = 0.1
psi = np.arcsin(1 - ((h + excess) / a)**2) - alpha
assert psi < 0
tilted_height = profile(edge_phi - psi)[0][1]
assert abs(tilted_height - (h + excess)) < 1e-5


# Round crystals: full axisymmetric solution against first correction
def round_height(radius):
    def miss(start_radius):
        return profile(edge_phi, start_radius)[0][0] - radius
    start_radius = brentq(miss, radius + 20, radius + 100, xtol=1e-9)
    return profile(edge_phi, start_radius)[0][1]


def first_correction(radius):
    return (-np.sqrt(2) * a**3 / (3 * h * radius)
            * (1 - np.cos(edge_phi / 2)**3))


radii = [100.0, 200.0, 400.0]
heights = [round_height(radius) for radius in radii]
remainders = []
for radius, height in zip(radii, heights):
    correction = first_correction(radius)
    remainder = height - h - correction
    assert abs(remainder) < 0.15 * abs(correction)
    remainders.append(remainder)
remainder_ratio = remainders[1] / remainders[2]
assert 3.5 < remainder_ratio < 4.5

# Sizes of other neglected effects, for rough typical conditions
crystal_radius = radii[0]
rpm = 10.0
edge_speed = 2 * np.pi * rpm / 60 * crystal_radius * 1e-3
rotation_head = 1e3 * edge_speed**2 / (2 * g)
gas_torr = 20.0
gas_temperature = 1700.0
argon_molar_mass = 0.039948    # kg/mol
gas_density = (gas_torr * constants.torr * argon_molar_mass
               / (constants.R * gas_temperature))
gas_shift = h * (np.sqrt(rho / (rho - gas_density)) - 1)
temperature_difference = 10.0
tension_coefficient = 2e-4     # N/(m K), magnitude
thermal_shift = (h * tension_coefficient * temperature_difference
                 / (2 * gamma))
tension_shift = h * (np.sqrt(1.05) - 1)

print(f"surface tension: {gamma:.2f} N/m")
print(f"melt density: {rho:.0f} kg/m^3")
print(f"gravity: {g:.5f} m/s^2")
print(f"growth angle: {np.degrees(alpha):.1f} deg")
print(f"edge inclination to horizontal: {np.degrees(edge_phi):.1f} deg")
print(f"a squared: {a**2:.3f} mm^2")
print(f"capillary length a: {a:.3f} mm")
print(f"sin(growth angle): {np.sin(alpha):.5f}")
print(f"sqrt(1 - sin(growth angle)): {h / a:.5f}")
print(f"planar height, formula: {h:.4f} mm")
print(f"planar height, integration: {h_numeric:.4f} mm")
print(f"raised weight, formula: {weight_formula:.4f} N/m")
print(f"raised weight, integration: {weight_numeric:.4f} N/m")
print(f"tail decay length: {1 / k:.3f} mm")
print(f"distance to 1 percent height: {reach:.2f} mm")
print(f"height slope, formula: {np.radians(slope_formula):.4f} mm/deg")
print(f"height slope, profiles: {np.radians(slope_numeric):.4f} mm/deg")
print(f"chosen height excess: {excess:.2f} mm")
print(f"wall tilt, negative is inward: {np.degrees(psi):.3f} deg")
for radius, height in zip(radii, heights):
    print(f"radius {radius:.0f} mm, full height: {height:.4f} mm")
    print(f"  full change from planar: {height - h:.4f} mm")
    print(f"  first correction: {first_correction(radius):.4f} mm")
print(f"remainder ratio, 200 to 400 mm: {remainder_ratio:.3f}")
print(f"rotation rate: {rpm:.0f} rpm")
print(f"edge speed at radius 100 mm: {edge_speed:.4f} m/s")
print(f"rotation head scale: {rotation_head:.3f} mm")
print(f"argon pressure: {gas_torr:.0f} Torr")
print(f"argon temperature: {gas_temperature:.0f} K")
print(f"argon density: {gas_density:.5f} kg/m^3")
print(f"height shift from gas density: {gas_shift:.1e} mm")
print(f"temperature difference: {temperature_difference:.0f} K")
print(f"tension coefficient size: {tension_coefficient:.1e} N/(m K)")
print(f"thermal tension shift scale: {thermal_shift:.4f} mm")
print(f"shift for 5 percent more tension: {tension_shift:.3f} mm")
print("checks complete")
```

It prints:

```
surface tension: 0.74 N/m
melt density: 2570 kg/m^3
gravity: 9.80665 m/s^2
growth angle: 11.0 deg
edge inclination to horizontal: 79.0 deg
a squared: 58.723 mm^2
capillary length a: 7.663 mm
sin(growth angle): 0.19081
sqrt(1 - sin(growth angle)): 0.89955
planar height, formula: 6.8933 mm
planar height, integration: 6.8933 mm
raised weight, formula: 0.7264 N/m
raised weight, integration: 0.7264 N/m
tail decay length: 5.419 mm
distance to 1 percent height: 23.14 mm
height slope, formula: -0.0730 mm/deg
height slope, profiles: -0.0730 mm/deg
chosen height excess: 0.10 mm
wall tilt, negative is inward: -1.377 deg
radius 100 mm, full height: 6.7317 mm
  full change from planar: -0.1616 mm
  first correction: -0.1664 mm
radius 200 mm, full height: 6.8114 mm
  full change from planar: -0.0820 mm
  first correction: -0.0832 mm
radius 400 mm, full height: 6.8521 mm
  full change from planar: -0.0413 mm
  first correction: -0.0416 mm
remainder ratio, 200 to 400 mm: 3.960
rotation rate: 10 rpm
edge speed at radius 100 mm: 0.1047 m/s
rotation head scale: 0.559 mm
argon pressure: 20 Torr
argon temperature: 1700 K
argon density: 0.00754 kg/m^3
height shift from gas density: 1.0e-05 mm
temperature difference: 10 K
tension coefficient size: 2.0e-04 N/(m K)
thermal tension shift scale: 0.0093 mm
shift for 5 percent more tension: 0.170 mm
checks complete
```
